# How Dense a k Mesh Must Be for Spectra and Excitons

## The pair in a periodic box

A light pulse creates an electron and a hole at the same place in a crystal. They move apart with a relative velocity $v$, and the optical response records how much amplitude remains for finding them together. In an infinite crystal an unbound pair separates for good. In a calculation with a uniform k mesh of spacing $\Delta k$, wave functions repeat after a length

$$L=\frac{2\pi}{\Delta k},$$

so the electron meets a periodic image of the hole after the time $L/v$. This false reunion appears in the spectrum as ripple, unless damping has removed the amplitude first. A bound pair does not fly apart, but it must fit into the box. How large must $L$ be in each case?

The response is that of time-dependent density functional theory in the space of valence-conduction pairs. For the continuum I take independent pairs with constant matrix elements. For the exciton I add a statically screened electron-hole attraction, as supplied by a screened-exchange kernel in the generalized Kohn-Sham scheme; adiabatic semilocal kernels lack this long-range attraction. The lattice is simple cubic with constant $a$, and the mesh has $N$ divisions per axis and contains $k=0$. Then $L=Na$.

## Flat energy sheets: the leading exponential

Let the transition energy $E_c-E_v$ vary along one mesh axis, with slope $\hbar v$. Neighbouring mesh planes differ in energy by $\delta=\hbar v\,\Delta k$. Damping the response by $e^{-\eta t/\hbar}$ turns each transition into a Lorentzian of half width at half maximum $\eta$,

$$\mathcal L(x)=\frac{1}{\pi}\frac{\eta}{x^2+\eta^2},\qquad \int dx\,\mathcal L(x)\,e^{-i\tau x}=e^{-\eta|\tau|}.$$

The mesh spectrum divided by the converged one is $S(x)=\delta\sum_j\mathcal L(x-j\delta)$. It has period $\delta$, so it is a Fourier series whose coefficients are the transform of $\mathcal L$ at $\tau=2\pi m/\delta$ (Poisson summation):

$$S(x)=1+2\sum_{m=1}^{\infty}p^m\cos\frac{2\pi m x}{\delta},\qquad p=e^{-q},\quad q=\frac{2\pi\eta}{\delta}.$$

All cosines equal one at $x=0$, which gives the maximum. The geometric series sums to $p/(1-p)$, and the largest relative ripple is

$$r=\frac{2p}{1-p}=\frac{2}{e^{q}-1}=2e^{-q}\left(1+e^{-q}+\dots\right).$$

The leading term is the first image, and the correction is the second. Solving $e^q=1+2/r$ for the spacing gives

$$\hbar v\,\Delta k\le\frac{2\pi\,\eta}{\ln(1+2/r)} .$$

For $r=1\%$ the right side is $2\pi\eta/\ln 201=1.185\,\eta$. The rule "level spacing about equal to the broadening" is therefore sound for flat sheets, and there is little room beyond it: the ripple is 0.37% at $\delta=\eta$, 9.0% at $2\eta$ and 52% at $4\eta$. If the broadening is quoted as a full width, $\eta$ is half of it.

Since $\Delta k=2\pi/L$, the exponent is $q=\eta L/(\hbar v)$. Thus $e^{-q}$ is the damping accumulated in the time $L/v$, as the opening picture requires.

A Gaussian of standard deviation $\sigma$ has the transform $e^{-\sigma^2\tau^2/2}$, so its leading ripple is $2e^{-2\pi^2\sigma^2/\delta^2}$. One percent then allows $\delta\approx1.9\,\sigma$.

## First correction from band curvature

A real band is not straight. Let the energy, measured from the band centre, be $E=-W\cos\theta$ with $\theta=2\pi j/N$. At the centre, $\theta=\pm\pi/2$, the slope with respect to $\theta$ has magnitude $W$. Then $\delta=2\pi W/N$ and the straight-band exponent is $q=N\eta/W$. At the centre the Lorentzian contains

$$\frac{1}{\eta^2+W^2\cos^2\theta}=\frac{2/W^2}{\cosh 2g+\cos2\theta},\qquad \sinh g=\frac{\eta}{W},$$

because $\cos^2\theta=(1+\cos2\theta)/2$ and $1+2\sinh^2g=\cosh2g$. The standard Fourier series is

$$\frac{1}{\cosh2g+\cos2\theta}=\frac{1}{\sinh2g}\Big[1+2\sum_{m\ge1}(-1)^m e^{-2gm}\cos2m\theta\Big].$$

Averaging over the mesh keeps the terms in which $2m$ is a multiple of $N$. If $N$ is divisible by four, their signs are all positive, and a mesh point lies at the band centre. The ripple there is

$$r=\frac{2}{e^{Ng}-1},\qquad Ng=N\,\mathrm{arsinh}\frac{\eta}{W}=q\left(1-\frac{\eta^2}{6W^2}+\dots\right).$$

The second derivative of the band vanishes at the centre, but the band's departure from a straight line on either side reduces the exponent by a relative amount $\eta^2/6W^2$. For $N=100$ and $\eta/W=0.05$ we have $q=5$; the exponent falls by $0.0021$, and the ripple rises from 1.357% to 1.360%. A direct sum over the mesh gives 1.360%. The local velocity suffices when it changes little over an energy $\eta$.

## Parabolic bands in three dimensions

In three dimensions the pair wave also spreads as it travels. Let $\varepsilon=\hbar\omega-E_g$ be the photon energy above the gap, and let the transition energy be $E_g+\hbar^2k^2/2\mu$ with reduced mass $\mu$. The absorption is proportional to the imaginary part of the sum over $k$ of $(\hbar^2k^2/2\mu-\varepsilon-i\eta)^{-1}$. Define

$$\kappa=\kappa'+i\kappa''=\frac{\sqrt{2\mu(\varepsilon+i\eta)}}{\hbar},\qquad \kappa''>0 .$$

Since $(\nabla^2+\kappa^2)\,e^{i\kappa R}/(4\pi R)=-\delta(\mathbf R)$, the Fourier transform of the resolvent is

$$G(R)=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{e^{i\mathbf k\cdot\mathbf R}}{\hbar^2k^2/2\mu-\varepsilon-i\eta}=\frac{\mu}{2\pi\hbar^2}\,\frac{e^{i\kappa R}}{R}.$$

Poisson summation turns the mesh average into $\sum_{\mathbf R}G(R)$ over the vectors $\mathbf R$ of the cubic lattice with constant $L$. The term $R=0$ is the converged spectrum. Its imaginary part is finite, because $e^{i\kappa R}/R=1/R+i\kappa+\dots$, and equals $\mu\kappa'/(2\pi\hbar^2)$. Dividing the other terms by it gives the relative ripple

$$\rho=\sum_{\mathbf R\ne0}e^{-\kappa''R}\,\frac{\sin\kappa'R}{\kappa'R}.$$

The imaginary part of $\kappa^2$ gives $2\kappa'\kappa''=2\mu\eta/\hbar^2$. With $v=\hbar\kappa'/\mu$ this is $\kappa''=\eta/(\hbar v)$, the same exponent as before. The new factor $1/(\kappa'R)$ is the spreading of the wave. Replacing each sine by one gives a bound, whose six nearest and twelve next-nearest images contribute

$$|\rho|\lesssim\frac{6e^{-\kappa''L}}{\kappa'L}+\frac{12\,e^{-\sqrt2\kappa''L}}{\sqrt2\,\kappa'L}+\dots$$

The second term is the first correction in distance. The complete sum over $\mathbf R$ is the bound; the two terms alone are its beginning.

At the gap edge, $\varepsilon=0$, the group velocity of the band vanishes, and the rule $\Delta k\le1.185\,\eta/(\hbar v)$ with that velocity would demand nothing. The complex wave number shows what remains: $\sqrt{i}=(1+i)/\sqrt2$ gives $\kappa'=\kappa''=\sqrt{\mu\eta}/\hbar$. The box must still be several times $\hbar/\sqrt{\mu\eta}$ long.

## The exciton: sampling its envelope

With permittivity $\varepsilon_r$, the relative motion is a hydrogen problem with radius and binding energy

$$a_B=\frac{4\pi\varepsilon_0\varepsilon_r\hbar^2}{\mu e^2},\qquad \mathcal R=\frac{e^2}{8\pi\varepsilon_0\varepsilon_r a_B}.$$

The lowest state $\psi=e^{-r/a_B}/\sqrt{\pi a_B^3}$ has the transform

$$\varphi(k)=\frac{1}{\sqrt{\pi a_B^3}}\frac{4\pi}{k}\int_0^\infty\! r\sin(kr)\,e^{-r/a_B}dr=\frac{8\sqrt\pi\,a_B^{3/2}}{(1+k^2a_B^2)^2}.$$

Its width is $1/a_B$, and 71% of the weight $|\varphi|^2$ lies at $k<1/a_B$. To see how finely this peak must be sampled, use Poisson summation again:

$$\frac1{L^3}\sum_{\mathbf k}|\varphi(k)|^2=1+\sum_{\mathbf R\ne0}S(R),\qquad S(R)=\int d^3r\,\psi(\mathbf r)\psi(\mathbf r+\mathbf R).$$

The error is the overlap of the exciton with its images. Let $r_1,r_2$ be the distances from the two centres, and set $u=(r_1+r_2)/R$, $w=(r_1-r_2)/R$, $s=R/a_B$. The volume element, integrated over the azimuth, is $2\pi(R^3/8)(u^2-w^2)\,du\,dw$, so

$$S=\frac{s^3}{4}\int_1^\infty\!du\,e^{-su}\int_{-1}^{1}\!dw\,(u^2-w^2)=\frac{s^3}{4}\int_1^\infty\!du\,e^{-su}\left(2u^2-\tfrac23\right).$$

With $\int_1^\infty u^2e^{-su}du=e^{-s}(1/s+2/s^2+2/s^3)$ and $\int_1^\infty e^{-su}du=e^{-s}/s$, this becomes

$$S=e^{-s}\left(1+s+\frac{s^2}{3}\right).$$

At $\Delta k=1/a_B$, where $L=2\pi a_B$, the weight error is 30%: the inverse radius sets the scale but is too coarse a spacing. At $\Delta k=0.5/a_B$ the error is 0.14%. Solving numerically for 1% gives

$$\Delta k=\frac{0.61}{a_B},\qquad L=10.3\,a_B .$$

At this length the six nearest images contribute 0.95% and the next twelve contribute 0.05%, so the first term nearly decides the matter.

The transition amplitude depends on $\sum_{\mathbf k}\varphi$, that is, on $\psi(0)$. Its relative error is $\sum_{\mathbf R\neq0}e^{-R/a_B}$, which is 1.3% at $\Delta k=1/a_B$. This smaller number is not a licence for the coarse mesh: normalizing the sampled envelope multiplies the strength by $1.013^2/1.30=0.79$. These figures describe the infinite-crystal envelope placed on the mesh. They do not bound the error in the strength of the mesh eigenstate, which is also widened by the periodic attraction described next.

## The exciton: a slow error in the binding energy

The overlap error falls exponentially, but the binding energy can converge much more slowly. The screened attraction between pair states $\mathbf k$ and $\mathbf k'$ varies as $1/|\mathbf k-\mathbf k'|^2$ and diverges at zero transfer. Suppose that term is left out. In real space the attraction is then that of a periodic array of charges with a uniform neutralizing background, with zero average. Near one charge,

$$\frac1r\;\longrightarrow\;\frac1r-\frac{\xi}{L}+\frac{2\pi r^2}{3L^3}+\dots$$

The constant $\xi=2.8373$ follows from an Ewald sum. The quadratic term is isotropic by cubic symmetry, and its coefficient $b$ follows from the background density $1/L^3$: Poisson's equation requires $\nabla^2(br^2)=6b=4\pi/L^3$.

The potential energy is $-e^2/(4\pi\varepsilon_0\varepsilon_r)=-2\mathcal R a_B$ times this expression. The constant raises the energy of a bound pair that is small compared with the box. The quadratic term acts in first order through

$$\langle r^2\rangle=\frac{4}{a_B^3}\int_0^\infty r^4e^{-2r/a_B}dr=3a_B^2 ,$$

and lowers the energy by $2\mathcal Ra_B\cdot2\pi a_B^2/L^3$. The binding energy measured from $E_g$ is therefore

$$\frac{B}{\mathcal R}=1-2\xi\,\frac{a_B}{L}+4\pi\left(\frac{a_B}{L}\right)^3+\dots=1-0.903\,x+\frac{x^3}{2\pi^2}+\dots,\qquad x=\Delta k\,a_B .$$

The leading error is linear in the mesh spacing. For the bound level it is removed by restoring the constant, $\xi e^2/(4\pi\varepsilon_0\varepsilon_rL)$, to the attraction; what is left starts at third order. The same constant belongs to the broadened continuum. A damped pair created at $r=0$ travels only a distance of order $\hbar v/\eta$, which is smaller than $L$ on a mesh that passes the ripple test, so it too feels $1/r-\xi/L$. The constant should therefore be restored for all levels alike, as a rigid shift. In a lattice version of the model with $L=27\,a_B$ and $\eta=0.46\,\mathcal R$, the rms error of the spectrum from $1$ to $4.6\,\mathcal R$ above the gap is 1.8% without the constant, 2.1% if only the lowest level is shifted, and 0.2% if all levels are.

Iterative diagonalization of the Wannier equation shows both terms. The mesh fills a cube of half width $8.25/a_B$ in $k$, the same for all spacings.

- At $x=0.500$, $B/\mathcal R=0.552$ without the constant and $1.0036$ with it.
- At $x=0.351$, the values are $0.682$ and $0.9990$.

The restored values differ by 0.0046, while the cubic term predicts $0.0063-0.0022=0.0041$. A finite cube restricts the trial space and so lowers the binding, which is why a value can fall below one although the cubic term is positive. The third decimal of all these values is not converged in the cutoff: enlarging the half width to about $13/a_B$ raises them by about 0.002, and extrapolation gives 1.0067 and 1.0021 for the restored pair, close to $1+x^3/2\pi^2$. At $x=0.786$ the restored value is 1.046, an excess nearly twice the cubic term's 0.025. The overlap of neighbouring excitons, absent from the power series, supplies most of the rest: shifting the mesh by half a spacing along each axis reverses the sign of the nearest-neighbour coupling and lowers the binding by 0.042, so that coupling contributes about 0.021.

## Numbers for a model crystal

Take $a=0.5$ nm, $\mu=0.2\,m_e$, $\varepsilon_r=5$, $\eta=0.05$ eV and a tolerance of 1%, and look 0.5 eV above the gap.

**Flat sheets.** The velocity is $v=\sqrt{2\varepsilon/\mu}=9.38\times10^5$ m/s, so $\hbar v=0.617$ eV nm. The spacing is

$$\Delta k=\frac{1.185\times0.05}{0.617}=0.096\ \mathrm{nm^{-1}},\qquad N=\frac{2\pi}{0.5\times0.096}\approx131 .$$

**Parabolic bands.** Here $\kappa'=1.622$ nm$^{-1}$ and $\kappa''=0.0809$ nm$^{-1}$. The smallest $N$ for which the full bound stays below 1% is 71, with $L=35.5$ nm. Then $\kappa''L=2.87$ and $\kappa'L=57.6$, so the nearest images contribute $6e^{-2.87}/57.6=0.59\%$ and the next shell 0.25%; all shells together give 0.97%. A direct mesh sum at 31 energies from 0.35 to 0.50 eV above the gap finds a largest ripple of 0.47%, below the bound. With $N=35$ it is 6.5%: halving the number of divisions per axis raises the ripple more than tenfold. The ripple grows with energy: between 0.45 and 0.58 eV the $N=71$ mesh reaches 1.06%, so the mesh must be sized for the top of the range of interest.

**Exciton.** The radius is $a_B=1.32$ nm and the binding energy $\mathcal R=109$ meV. The spacing $0.6105/a_B=0.46$ nm$^{-1}$ requires $N=28$, or $L=14$ nm. Leaving out the zero-transfer term on this mesh loses

$$2\xi\mathcal R\,\frac{a_B}{L}=2\times2.837\times109\times\frac{1.32}{14}\approx58\ \mathrm{meV},$$

more than half of the binding. Refining the mesh is a poor cure: a 1% error would need $L=200\,\xi a_B\approx750$ nm, or $N\approx1500$. With the constant restored, the cubic term at $N=28$ is about 1% of $\mathcal R$. The figure $N=28$ meets the tolerance only for the sampled weight: the mesh eigenstate is overbound by about 1.3% and its strength is about 3% low, and 1% in the strength needs roughly $N=35$.

In this model the smooth continuum, not the exciton, sets the mesh: $71^3\approx3.6\times10^5$ points before symmetry is used, against $28^3\approx2.2\times10^4$. The order can reverse. A larger $\eta$ relaxes the first demand and leaves the second unchanged, while a larger $\varepsilon_r$ enlarges the exciton and leaves the independent-pair continuum unchanged.

## Where the estimates need care

The continuum estimate uses one velocity. In a crystal with several band pairs, apply it to the fastest pair that contributes appreciably at the photon energy. Sheets that are flat over a large area and normal to a mesh axis call for the stricter figure, 131 here; the parabolic figure relies on spreading in all directions. Matrix elements that vary strongly within one mesh spacing add an error of their own. The attraction also reshapes the continuum, which the independent-pair ripple does not describe.

The exciton estimate assumes an envelope much wider than the unit cell, isotropic masses and constant screening. Here $1/a_B=0.76$ nm$^{-1}$ is well inside the zone boundary at $\pi/a=6.3$ nm$^{-1}$. For an exciton about as small as a cell, the hydrogen envelope fails, although the demand that the pair fit into the box remains. In an anisotropic crystal the length along each axis must be judged separately, and the constant $\xi$ must be recomputed for the shape of the box and the screening.
